# Survival of a bound excited state at a bond-breaking crossing

A photoacid generator in a resist absorbs a photon, and one of its bonds begins to lengthen on a bound excited state, called state 1. Along the bond length $R$ the energy of this state meets that of a repulsive state 2, on which the bond breaks. The two states are diabatic: each keeps its electronic character through the crossing, and a coupling $V$ mixes them. The problem is to find the probability that a molecule entering the crossing on state 1 leaves it on state 1.

The algebra uses atomic units, so $\hbar=1$, until $\hbar$ is restored in part (f). Numbers are in eV, angstrom and fs.

## (a) Reduce the passage to a two-state problem in time

**Question.** Let $F_1$ and $F_2$ be the slopes $dE/dR$ of the two states at the crossing $R_c$, and let $v$ be the speed there. Find the Hamiltonian for the electronic amplitudes $a$ (state 1) and $b$ (state 2).

**Solution.** Treat the nuclei as moving on one classical path, common to both states. Near the crossing $R=R_c+vt$, and to first order

$$E_1=E_c+F_1vt,\qquad E_2=E_c+F_2vt .$$

The average $(E_1+E_2)/2$ multiplies both amplitudes by the same phase and can be dropped. What remains is half the difference, with opposite signs:

$$i\dot a=\tfrac{\alpha t}{2}a+Vb,\qquad i\dot b=Va-\tfrac{\alpha t}{2}b,\qquad \alpha=\frac{d(E_1-E_2)}{dt}=v(F_1-F_2).$$

The sweep rate $\alpha$ belongs to the energy difference, not to either level alone. We take $V$ constant and nonzero. It can be made real by a choice of the phase of state 2. We also take $\alpha>0$ for now, as happens when a lengthening bond climbs on state 1 and descends on state 2.

The reduction requires that speed, slopes and coupling change little while the states mix. In particular, the kinetic energy must be well above $V$; otherwise the two states would not share one path. The linear sweep is then extended to $t=\pm\infty$, where the growing energy difference makes the mixing vanish.

## (b) Remove the fast phase

**Question.** Write $a=u\,e^{-i\alpha t^2/4}$ and $b=(iw/V)\,e^{-i\alpha t^2/4}$. Which equations do $u$ and $w$ obey?

**Solution.** Differentiating $a$ gives

$$i\dot a=\left(i\dot u+\tfrac{\alpha t}{2}u\right)e^{-i\alpha t^2/4}.$$

The right side of the first amplitude equation is $(\alpha t\,u/2+iw)e^{-i\alpha t^2/4}$. Hence $\dot u=w$.

For the second equation,

$$i\dot b=-\frac1V\left(\dot w-\tfrac{i\alpha t}{2}w\right)e^{-i\alpha t^2/4},$$

while its right side is $\left(Vu-i\alpha t\,w/(2V)\right)e^{-i\alpha t^2/4}$. Multiplying both by $V$ and collecting terms gives

$$\dot u=w,\qquad V^2u=i\alpha t\,w-\dot w. \tag{1}$$

The Hamiltonian is Hermitian, so the total probability is constant:

$$|u|^2+\frac{|w|^2}{V^2}=N. \tag{2}$$

Differentiating the second equation in (1) and using the first leaves an equation for $w$ alone:

$$\ddot w-i\alpha t\,\dot w+(V^2-i\alpha)w=0. \tag{3}$$

## (c) Solve by an integral over frequency

**Question.** Equation (3) contains $t$ to the first power only. Use this to find a solution.

**Solution.** Try $w=\int g(\omega)e^{i\omega t}d\omega$. The middle term of (3) becomes $\int\alpha t\,\omega g\,e^{i\omega t}d\omega$. Since $t\,e^{i\omega t}=-i\,\partial_\omega e^{i\omega t}$, integration by parts turns it into $\int i\alpha(\omega g)'e^{i\omega t}d\omega$, provided that $\omega g\,e^{i\omega t}$ vanishes at both ends. Equation (3) then holds if

$$-\omega^2g+i\alpha(g+\omega g')+(V^2-i\alpha)g=0 .$$

The terms $\pm i\alpha g$ cancel. Dividing by $i\alpha\omega g$ gives

$$\frac{g'}{g}=-\frac{i\omega}{\alpha}+\frac{i\nu}{\omega},\qquad \nu=\frac{V^2}{\alpha},$$

and therefore $g=\omega^{i\nu}e^{-i\omega^2/(2\alpha)}$. Our solution is

$$w(t)=\int_0^{\infty e^{-i\pi/4}}\omega^{i\nu}\,e^{i\omega t-i\omega^2/(2\alpha)}\,d\omega. \tag{4}$$

On this ray $\omega=xe^{-i\pi/4}$, so $-i\omega^2/(2\alpha)=-x^2/(2\alpha)$. The integrand decays as a Gaussian, which permits differentiation under the integral. The boundary term vanishes at infinity for this reason, and at zero because of its factor $\omega$. With $u$ defined by the second equation in (1), equation (3) ensures $\dot u=w$.

The solution is not identically zero. At $t=0$, the substitution $y=x^2/(2\alpha)$ turns (4) into a nonzero factor times $\Gamma\big((1+i\nu)/2\big)$, and the gamma function has no zeros. Thus $N>0$.

## (d) Identify the initial state

**Question.** Which state does this solution occupy in the far past?

**Solution.** For $t<0$ on the ray of (4),

$$|\omega^{i\nu}|=e^{-\nu\arg\omega}=e^{\pi\nu/4},\qquad |e^{i\omega t}|=e^{-|t|x/\sqrt2}.$$

The Gaussian factor is at most one. Hence

$$|w(t)|\le e^{\pi\nu/4}\int_0^\infty e^{-|t|x/\sqrt2}\,dx=\frac{\sqrt2\,e^{\pi\nu/4}}{|t|}.$$

As $t\to-\infty$, $w$ and $b$ vanish, and (2) gives $|u|^2\to N$. The molecule starts entirely on the bound state 1.

## (e) Connect the past to the future

**Question.** Find the fraction of the probability that remains on state 1 as $t\to+\infty$.

**Solution.** Take $t>0$. Completing the square,

$$i\omega t-\frac{i\omega^2}{2\alpha}=\frac{i\alpha t^2}{2}-\frac{i(\omega-\alpha t)^2}{2\alpha},$$

shows that the phase is stationary at $\omega=\alpha t$. Draw through this point the line

$$\omega=\alpha t+ye^{-i\pi/4},\qquad -\infty<y<\infty,$$

on which the exponential has magnitude $e^{-y^2/(2\alpha)}$. The ray in (4) and the opposite ray, of argument $3\pi/4$, form a parallel line through zero. Put the branch cut of $\omega^{i\nu}$ along the negative imaginary axis, outside the strip between the lines. The integrand is analytic in the strip, integrable at its boundary point $\omega=0$, and Gaussian-small across the strip's distant ends. The integrals along the two parallel lines are therefore equal, which gives

$$w=W_1+W_2,$$

where $W_1$ runs from zero out along the ray of argument $3\pi/4$, and $W_2$ runs along the line through $\alpha t$.

In $W_1$ set $\omega=e^{i\pi}\eta$, so that $\eta$ lies on the original ray. Then $d\omega=-d\eta$ and $\omega^{i\nu}=e^{-\pi\nu}\eta^{i\nu}$, while $e^{i\omega t}=e^{-i\eta t}$. Consequently

$$W_1(t)=-e^{-\pi\nu}w(-t),\qquad \dot W_1(t)=e^{-\pi\nu}\dot w(-t).$$

The contribution of $W_1$ to $V^2u$ is

$$i\alpha tW_1-\dot W_1=e^{-\pi\nu}\left[i\alpha(-t)w(-t)-\dot w(-t)\right]=e^{-\pi\nu}V^2u(-t).$$

Let $r$ be the contribution of $W_2$ to $u$, and write $\Phi=i\omega t-i\omega^2/(2\alpha)$. Because $i(\alpha t-\omega)=\alpha\,\partial_\omega\Phi$,

$$r=\frac1{V^2}\int i(\alpha t-\omega)\omega^{i\nu}e^\Phi d\omega
=\frac{\alpha}{V^2}\int\omega^{i\nu}\,\partial_\omega e^\Phi\,d\omega
=-i\int\omega^{i\nu-1}e^\Phi d\omega .$$

The last step is an integration by parts with $\alpha\nu=V^2$. We now have

$$u(t)=e^{-\pi\nu}u(-t)+r(t). \tag{5}$$

The line lies at distance $\alpha t/\sqrt2$ from zero, and on it $\arg\omega>-\pi/4$. Hence

$$|r(t)|\le\frac{\sqrt2\,e^{\pi\nu/4}}{\alpha t}\int_{-\infty}^{\infty}e^{-y^2/(2\alpha)}dy
=\frac{\sqrt2\,e^{\pi\nu/4}\sqrt{2\pi\alpha}}{\alpha t}\to0 .$$

Since $|u(-t)|^2\to N$, equation (5) gives the survival probability

$$P=\lim_{t\to\infty}\frac{|u(t)|^2}{N}=e^{-2\pi\nu}.$$

## (f) Restore units and examine the limits

**Question.** Write $P$ in ordinary units for either sweep direction and either initial state. Interpret fast and slow sweeps.

**Solution.** With $\hbar$ restored, the amplitude equations contain $V/\hbar$ and $\alpha/\hbar$, so $\nu=V^2/(\hbar\alpha)$. The evolution over the passage is a unitary $2\times2$ matrix, whose two diagonal elements have equal magnitude. Survival is thus the same for either initial state. Exchanging the labels of the states reverses the sign of $\alpha$, so the direction does not matter either:

$$\boxed{P=\exp\left(-\frac{2\pi|V|^2}{\hbar\,|d(E_1-E_2)/dt|}\right)}$$

For a fast sweep or weak coupling, $1-P\approx2\pi\nu$. First-order perturbation theory gives the same result. With $\hbar=1$ again, put $a=Ae^{-i\alpha t^2/4}$ and $b=Be^{i\alpha t^2/4}$. Then $i\dot B=VAe^{-i\alpha t^2/2}$, and setting $A=1$ yields

$$|B(\infty)|^2=V^2\left|\int_{-\infty}^{\infty}e^{-i\alpha t^2/2}dt\right|^2=\frac{2\pi V^2}{\alpha}=2\pi\nu .$$

For a slow sweep, $P\to0$. The instantaneous energies, $\pm\sqrt{(\alpha t/2)^2+V^2}$, never come closer than $2V$. For $\alpha>0$, a molecule entering on state 1 follows the lower one, which changes character from bound to repulsive, and the bond-breaking state is reached. Surviving diabatically therefore means jumping between the instantaneous states.

## (g) Evaluate a carbon-sulfur bond

**Question.** Take $V=0.040$ eV, $F_1=1.0$ eV/angstrom, $F_2=-3.0$ eV/angstrom and kinetic energy $K=0.30$ eV at the crossing. Treat the fragments, phenyl and diphenyl sulfide, as rigid bodies that separate without rotating, with reduced mass $\mu=54.53$ u. Find $P$.

**Solution.** The speed and sweep rate are

$$v=\sqrt{2K/\mu}=0.0103\ \text{angstrom/fs},\qquad \alpha=0.0103\times4.0=0.0412\ \text{eV/fs}.$$

With $\hbar=0.658$ eV fs, the exponent is

$$\frac{2\pi(0.040)^2}{0.658\times0.0412}=0.371,\qquad P=e^{-0.371}=0.69 .$$

One passage puts the remaining $0.31$ on the bond-breaking state.

The time scale of the mixing is the larger of two times. The first is $\sqrt{\hbar/\alpha}=4.0$ fs, in which the relative phase grows to order one. The second is $V/\alpha$, about 1 fs, in which the energy difference grows to $V$. In 4.0 fs the bond lengthens by 0.041 angstrom. The populations of states 1 and 2 settle much more slowly, with an oscillation that decays only as $1/t$: in the linear sweep they stay within 0.05 of their limits after about 17 fs and within 0.01 after about 90 fs.

## (h) Find what the single linear passage leaves out

**Question.** With $x=R-R_c$ in angstrom, let the full curves, in eV relative to the crossing, be

$$E_1=x+4x^2,\qquad E_2=1.5\left(e^{-x/0.5}-1\right).$$

The molecule starts at rest on state 1, with the bond compressed by 0.301 angstrom from the minimum of $E_1$. How far do curvature, quantum motion, repeated crossings and the surroundings move the answer?

**Solution.** The minimum of $E_1$ lies 0.0625 eV below the crossing, and the starting point lies $4(0.301)^2\approx0.362$ eV above that minimum. This reproduces $K=0.30$ eV.

*Curvature and speed.* Over 0.041 angstrom the slope of $E_1-E_2$ changes by about 2 percent. The estimated speed change, $|F|\,\Delta x/(2K)$, is 7 percent on state 1 and 21 percent on state 2. These changes are larger over the full time in which the populations settle. Numerical integration of the amplitude equations along the classical vibration on $E_1$, from the inner to the outer turning point, gives 0.691 when the amplitudes start in the lower instantaneous state and are projected on the upper instantaneous state at the end. On a finite path this choice matters: a start on pure state 1 gives 0.67 in the upper state, and the population of state 1 itself still oscillates by about $\pm0.05$ near the outer turning point. This path includes the curvature and the speed change on state 1, but not the different speed on state 2.

*Quantum motion.* A Gaussian wave packet with position standard deviation 0.039 angstrom, that of the vibrational ground state on $E_1$, was propagated on both coupled curves by the split-operator method. After half a vibration, the population of the upper instantaneous state, which has bound character beyond the crossing, is 0.686. The formula gives 0.690. For $V=0.060$ eV, other settings fixed, the values are 0.430 and 0.434. This calculation includes the different speeds, but does not separate their effect from that of the packet's energy spread.

*Return passage.* After one full vibration of 167 fs, the same packet at $V=0.040$ eV has only 0.54 of its population on state 1. A count without interference suggests why this exceeds $P^2=0.48$. Molecules transferred to state 2 on the way inward can bounce off its repulsive wall and cross again, adding $P(1-P)^2=0.07$ to the bound population. This reading is a conjecture, although the sum is close to the computed value.

*Temperature.* At 300 K, the initial position and momentum were given the thermal distribution of an oscillator with the force constant of state 1, 8 eV/angstrom$^2$, centred on the starting point at rest. This is the quantum distribution, which includes zero-point motion. Averaging the formula over molecules with kinetic energy above $V$ gives 0.684; the zero-point spread alone gives 0.687, so only about half of the drop from 0.690 is due to temperature. About 0.6 percent have less, or do not reach the crossing, and are left out. Molecules with energies only slightly above $V$ are included, although the formula is less reliable for them.

*Polymer surroundings.* Let a slow, classical, linearly responding polymer have a rough reorganization energy $\lambda=0.30$ eV. The energy difference then has standard deviation $\sqrt{2\lambda k_BT}=0.125$ eV. If state 2 shifts by this amount while state 1 stays fixed, the crossing moves by $0.125/4.0=0.031$ angstrom and $K$ changes by 0.031 eV to first order (by $-0.035$ and $+0.027$ eV on the curved potentials). With the slopes held fixed, $P$ runs from 0.68 to 0.70.

*Coupling.* Changing $V$ by 25 percent either way, at fixed sweep rate, gives $P=0.81$ for the weaker coupling and 0.56 for the stronger. At fixed slopes the exponent is proportional to $V^2/\sqrt K$, so a small relative change in $V$ alters it four times as much as the same relative change in $K$.

These parameters are meant for the regime of a triphenylsulfonium photoacid generator exposed at 193 nm, where the photon carries 6.42 eV. In the model, the crossing then lies 6.12 eV above the ground-state minimum, with zero-point energy neglected. The potential parameters are rough choices, not computed properties of that ion. The mass is also a choice: the fragments need not move as rigid bodies within a few fs, and with the reduced mass of the carbon and sulfur atoms alone, 8.7 u, the same $K$ gives $P=0.86$. The force constant is soft: a ground-state carbon-sulfur single bond has roughly 20 eV/angstrom$^2$. A real ion need not cross just once; within this model, the return passage lowers the bound population from 0.69 to 0.54. It may also pass energy to other vibrations and lose electronic phase coherence; neither effect is sized here. Moreover, $1-P$ is not an acid yield, because separated fragments can recombine before acid forms.
